# Specific detectivity of a zero-bias photodiode limited by thermal noise: verification in Python

```python
# Result under test: a photodiode at zero bias, limited by thermal noise, has
#     D* = responsivity * sqrt(R0A / (4 k T)).
# D*   : specific detectivity = sqrt(area * bandwidth) / NEP
# NEP  : signal power whose photocurrent equals the rms noise current
# R0A  : zero-bias differential resistance times junction area
# k, T : Boltzmann constant and diode temperature
# Spectral densities are one-sided. Areas are in cm^2, other quantities in SI
# units unless a name or comment says otherwise.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, trapezoid

k, q, h, c = const.k, const.e, const.h, const.c
rng = np.random.default_rng(12345)

# Rough, round parameters of an uncooled short-wave infrared photodiode
temperature = 295.0            # K
diameter_cm = 0.1              # cm
saturation_density = 1.3e-3    # A/cm^2
efficiency = 0.7               # electrons per photon
wavelength = 2.0e-6            # m
cutoff = 2.5e-6                # m
capacitance = 1.0e-9           # F
amplifier_noise = 1.0e-9       # V/sqrt(Hz)
feedback_resistance = 1.0e6    # ohm
offset_voltage = 25e-6         # V
flicker_coefficient = 1.0e-3   # 1/f noise current at 1 Hz / leakage current
chopping_frequency = 1.0e3     # Hz
scene_temperature = 500.0      # K
cooled_temperature = 285.0     # K

kT = k * temperature
area = np.pi * diameter_cm**2 / 4
saturation_current = saturation_density * area


def diode_current(voltage):
    return saturation_current * np.expm1(q * voltage / kT)


# Zero-bias resistance from the slope of the current-voltage curve
step = 1e-5
R0 = 2 * step / (diode_current(step) - diode_current(-step))
assert abs(R0 * q * saturation_current / kT - 1) < 1e-6
R0A = R0 * area
responsivity = efficiency * q * wavelength / (h * c)


def detectivity_formula(resistance_area, temp):
    return responsivity * np.sqrt(resistance_area / (4 * k * temp))


D_star = detectivity_formula(R0A, temperature)
thermal_density = 4 * kT / R0                 # A^2/Hz
noise_current = np.sqrt(thermal_density)      # A/sqrt(Hz)
NEP = noise_current / responsivity            # W/sqrt(Hz)


# Thermal noise from single-electron transfers between diode and capacitor.
# charging = q^2/(C k T); time unit: q / (prefactor current of the diode law).
def master_equation_noise(charging, ideality):
    def backward(u):
        return np.expm1(u / ideality) / np.expm1(u)

    def forward(u):
        return backward(u) * np.exp(u)

    n_max = int(8 / np.sqrt(charging))
    n = np.arange(-n_max, n_max + 1)
    u_mid = charging * (n[:-1] + 0.5)
    up, down = backward(u_mid), forward(u_mid)
    generator = np.diag(up, 1) + np.diag(down, -1)
    generator -= np.diag(generator.sum(axis=1))
    # stationary distribution from the rates themselves
    log_p = np.concatenate(([0.0], np.cumsum(np.log(up / down))))
    p = np.exp(log_p - log_p.max())
    p /= p.sum()
    assert np.max(np.abs(p @ generator)) < 1e-12
    x = n - p @ n
    potential = np.linalg.solve(-generator + np.outer(np.ones(n.size), p), x)
    correlation_integral = (p * x) @ potential
    du = 1e-4
    slope = (forward(du) - backward(du) - forward(-du) + backward(-du)) / (2 * du)
    ratio_to_nyquist = charging**2 * correlation_integral * slope
    ratio_to_naive = ratio_to_nyquist * slope   # naive: 4 q * prefactor current
    return ratio_to_nyquist, ratio_to_naive


master = {}
for ideality in (1, 2):
    coarse = master_equation_noise(4e-3, ideality)
    fine = master_equation_noise(1e-3, ideality)
    # the remaining deviation is the discreteness of charge, of order charging
    assert abs(coarse[0] - 1) < 0.5 * 4e-3
    assert abs(fine[0] - 1) < 0.5 * 1e-3
    master[ideality] = fine
assert abs(master[2][1] - 0.5) < 1e-3

# Equipartition: white thermal noise must give the variance kT/C
band_integral = quad(lambda y: 1 / (1 + (2 * np.pi * y)**2), 0, np.inf)[0]
voltage_variance = thermal_density * R0**2 * band_integral / (R0 * capacitance)
assert abs(voltage_variance / (kT / capacitance) - 1) < 1e-6

# Noise bandwidth of an averaging window, in units of 1/window
phase = np.linspace(0, 2000, 400001)
window_bandwidth = trapezoid(np.sinc(phase / np.pi)**2, phase) / np.pi
assert abs(window_bandwidth - 0.5) < 2e-4     # tail beyond the grid: 8e-5


# Detectivity from its definition, by counting electrons and photons
def counted_detectivity(device_area, window, excess_density=0.0, samples=200000):
    rate = saturation_density * device_area / q

    def dark_counts():
        counts = rng.poisson(rate * window, samples)
        counts = counts - rng.poisson(rate * window, samples)
        extra = excess_density * device_area / q * window
        return counts + rng.poisson(extra, samples)

    dark = dark_counts()
    test_power = 1e-6
    photons = rng.poisson(test_power * window * wavelength / (h * c), samples)
    lit = dark_counts() + rng.binomial(photons, efficiency)
    measured_responsivity = (lit.mean() - dark.mean()) * q / window / test_power
    rms_current = dark.std() * q / window
    bandwidth = window_bandwidth / window
    return np.sqrt(device_area * bandwidth) * measured_responsivity / rms_current


counted = counted_detectivity(area, 1e-5)
counted_small = counted_detectivity(area / 4, 4e-6)
# statistical error of an rms value from 200000 samples is 0.16 percent
assert abs(counted / D_star - 1) < 0.01
assert abs(counted_small / D_star - 1) < 0.01


# Thermal radiation reaching the diode from a full hemisphere
def radiation_integral(lower, power):
    return quad(lambda x: x**power / np.expm1(x), lower, lower + 60,
                epsabs=0, epsrel=1e-9, limit=200)[0]


def photon_flux_cm2(temp):
    prefactor = 2 * np.pi * c * (k * temp / (h * c))**3
    return prefactor * radiation_integral(h * c / (cutoff * k * temp), 2) * 1e-4


emitted = 2 * np.pi * c * (kT / (h * c))**3 * kT * radiation_integral(1e-9, 3)
assert abs(emitted / (const.sigma * temperature**4) - 1) < 1e-6
ambient_density = q * efficiency * photon_flux_cm2(temperature)
scene_density = q * efficiency * photon_flux_cm2(scene_temperature)
excess_density = scene_density - ambient_density
scene_factor = 1 / np.sqrt(1 + excess_density / (2 * saturation_density))
counted_scene = counted_detectivity(area, 1e-5, excess_density)
assert abs(counted_scene / (D_star * scene_factor) - 1) < 0.01
equal_noise_power = 2 * saturation_current / responsivity


# Amplifier: solve the circuit for input voltage noise and for input current
def amplifier_output(noise_voltage, input_current, gain=1e9):
    matrix = np.array([[1 / R0 + 1 / feedback_resistance, -1 / feedback_resistance],
                       [gain, 1.0]])
    return np.linalg.solve(matrix, [input_current, gain * noise_voltage])[1]


equivalent = abs(amplifier_output(1.0, 0.0) / amplifier_output(0.0, 1.0))
assert abs(equivalent / (1 / R0 + 1 / feedback_resistance) - 1) < 1e-5
amplifier_share = (amplifier_noise * equivalent)**2 / thermal_density
feedback_share = 4 * kT / feedback_resistance / thermal_density
offset_current = abs(diode_current(-offset_voltage))
flicker_share = ((flicker_coefficient * offset_current)**2
                 / chopping_frequency / thermal_density)
readout_factor = 1 / np.sqrt(1 + amplifier_share + feedback_share + flicker_share)

# Cooling at fixed gap and lifetimes: intrinsic density from carrier statistics
gap = h * c / cutoff


def carrier_integral(temp):
    width = k * temp / q
    return quad(lambda e: np.sqrt(e) * np.exp(-e / width), 0, 40 * width,
                epsabs=0, epsrel=1e-9, limit=200)[0]


ni_squared_ratio = ((carrier_integral(cooled_temperature)
                     / carrier_integral(temperature))**2
                    * np.exp(-gap / k * (1 / cooled_temperature - 1 / temperature)))
closed_ratio = ((cooled_temperature / temperature)**3
                * np.exp(-gap / k * (1 / cooled_temperature - 1 / temperature)))
assert abs(ni_squared_ratio / closed_ratio - 1) < 1e-5
temperature_ratio = cooled_temperature / temperature
cooled_diffusion = detectivity_formula(
    R0A * temperature_ratio / ni_squared_ratio, cooled_temperature) / D_star
cooled_recombination = detectivity_formula(
    R0A * temperature_ratio / np.sqrt(ni_squared_ratio), cooled_temperature) / D_star

print("INPUTS (rough, round values)")
print(f"diode temperature: {temperature:.0f} K")
print(f"junction diameter: {diameter_cm * 10:.1f} mm")
print(f"saturation current density: {saturation_density * 1e3:.2f} mA/cm2")
print(f"quantum efficiency: {efficiency:.2f}")
print(f"signal wavelength: {wavelength * 1e6:.2f} um")
print(f"cutoff wavelength: {cutoff * 1e6:.2f} um")
print(f"diode capacitance: {capacitance * 1e9:.1f} nF")
print("MAIN RESULTS")
print(f"thermal voltage kT/q: {kT / q * 1e3:.3f} mV")
print(f"junction area: {area:.5f} cm2")
print(f"saturation current: {saturation_current * 1e6:.3f} uA")
print(f"zero-bias resistance R0: {R0:.1f} ohm")
print(f"R0A: {R0A:.3f} ohm cm2")
print(f"responsivity: {responsivity:.4f} A/W")
print(f"4kT: {4 * kT:.4e} J")
print(f"thermal noise current: {noise_current * 1e12:.4f} pA/sqrt(Hz)")
print(f"NEP: {NEP * 1e12:.4f} pW/sqrt(Hz)")
print(f"D*: {D_star:.4e} cm sqrt(Hz)/W")
print(f"D* converted: {D_star / 100:.4e} m sqrt(Hz)/W")
print("TESTS OF THE DERIVATION")
print(f"master equation / (4kT/R0), ideality 1: {master[1][0]:.5f}")
print(f"master equation / (4kT/R0), ideality 2: {master[2][0]:.5f}")
print(f"master equation / (4q I_0), ideality 2: {master[2][1]:.5f}")
print(f"rms voltage on capacitor: {np.sqrt(voltage_variance) * 1e6:.3f} uV")
print(f"window bandwidth times window length: {window_bandwidth:.4f}")
print(f"D* by counting, full area, 10 us: {counted:.3e} cm sqrt(Hz)/W")
print(f"D* by counting, area/4, 4 us: {counted_small:.3e} cm sqrt(Hz)/W")
print("NEGLECTED EFFECTS")
print(f"amplifier voltage noise: {amplifier_noise * 1e9:.1f} nV/sqrt(Hz)")
print(f"feedback resistance: {feedback_resistance / 1e6:.1f} Mohm")
print(f"offset voltage: {offset_voltage * 1e6:.0f} uV")
print(f"offset current: {offset_current * 1e9:.2f} nA")
print(f"1/f coefficient at 1 Hz: {flicker_coefficient:.1e} per sqrt(Hz)")
print(f"chopping frequency: {chopping_frequency / 1e3:.1f} kHz")
print(f"amplifier / thermal noise power: {amplifier_share * 100:.2f} %")
print(f"feedback / thermal noise power: {feedback_share * 100:.2f} %")
print(f"1/f / thermal noise power: {flicker_share * 100:.2f} %")
print(f"D* factor from these three: {readout_factor:.4f}")
print(f"R0 C corner frequency: {1 / (2 * np.pi * R0 * capacitance) / 1e3:.1f} kHz")
print(f"quantum limit frequency kT/h: {kT / h / 1e12:.2f} THz")
print(f"ambient photocurrent density: {ambient_density * 1e6:.3f} uA/cm2")
print(f"scene temperature (full hemisphere): {scene_temperature:.0f} K")
print(f"excess scene photocurrent density: {excess_density * 1e3:.3f} mA/cm2")
print(f"D* factor with hot scene: {scene_factor:.4f}")
print(f"same factor by counting: {counted_scene / D_star:.3f}")
print(f"signal power, shot = thermal noise: {equal_noise_power * 1e6:.2f} uW")
print(f"gap from cutoff: {gap / q:.4f} eV")
print(f"cooled diode temperature: {cooled_temperature:.0f} K")
print(f"D* factor on cooling, diffusion: {cooled_diffusion:.3f}")
print(f"D* factor on cooling, recombination: {cooled_recombination:.3f}")
print("all assertions hold")
```

It prints:

```
INPUTS (rough, round values)
diode temperature: 295 K
junction diameter: 1.0 mm
saturation current density: 1.30 mA/cm2
quantum efficiency: 0.70
signal wavelength: 2.00 um
cutoff wavelength: 2.50 um
diode capacitance: 1.0 nF
MAIN RESULTS
thermal voltage kT/q: 25.421 mV
junction area: 0.00785 cm2
saturation current: 10.210 uA
zero-bias resistance R0: 2489.8 ohm
R0A: 19.555 ohm cm2
responsivity: 1.1292 A/W
4kT: 1.6292e-20 J
thermal noise current: 2.5580 pA/sqrt(Hz)
NEP: 2.2654 pW/sqrt(Hz)
D*: 3.9121e+10 cm sqrt(Hz)/W
D* converted: 3.9121e+08 m sqrt(Hz)/W
TESTS OF THE DERIVATION
master equation / (4kT/R0), ideality 1: 1.00025
master equation / (4kT/R0), ideality 2: 1.00019
master equation / (4q I_0), ideality 2: 0.50009
rms voltage on capacitor: 2.018 uV
window bandwidth times window length: 0.4999
D* by counting, full area, 10 us: 3.905e+10 cm sqrt(Hz)/W
D* by counting, area/4, 4 us: 3.917e+10 cm sqrt(Hz)/W
NEGLECTED EFFECTS
amplifier voltage noise: 1.0 nV/sqrt(Hz)
feedback resistance: 1.0 Mohm
offset voltage: 25 uV
offset current: 10.04 nA
1/f coefficient at 1 Hz: 1.0e-03 per sqrt(Hz)
chopping frequency: 1.0 kHz
amplifier / thermal noise power: 2.48 %
feedback / thermal noise power: 0.25 %
1/f / thermal noise power: 1.54 %
D* factor from these three: 0.9793
R0 C corner frequency: 63.9 kHz
quantum limit frequency kT/h: 6.15 THz
ambient photocurrent density: 0.259 uA/cm2
scene temperature (full hemisphere): 500 K
excess scene photocurrent density: 1.400 mA/cm2
D* factor with hot scene: 0.8062
same factor by counting: 0.807
signal power, shot = thermal noise: 18.08 uW
gap from cutoff: 0.4959 eV
cooled diode temperature: 285 K
D* factor on cooling, diffusion: 1.483
D* factor on cooling, recombination: 1.218
all assertions hold
```
